\section*{Adiabatic heating of a hafnia film by one polarization reversal}

\section*{Problem}

A ferroelectric hafnia film has remanent polarization $P_r=20\ \mu\mathrm{C/cm^2}$, coercive field $E_c=1\ \mathrm{MV/cm}$ and heat capacity per volume $C=2.7\ \mathrm{MJ/(m^3\,K)}$. It starts at 300 K and zero field with polarization $-P_r$. A field pulse reverses it, and the field then returns to zero.

\begin{enumerate}
\item[(a)] Estimate the temperature rise if no heat leaves the film.
\item[(b)] How do the shape of the hysteresis loop and a field above $E_c$ change the estimate?
\item[(c)] For a 10 nm film between metal electrodes, how fast must the reversal be for the estimate to apply?
\end{enumerate}

\section*{Solution}

\subsection*{(a) From electrical work to temperature}

Let $E$ be the field inside the film and $P$ the polarization along the same axis. The electrical work done on unit volume is $E\,dD$, with $D=\varepsilon_0E+P$. Hence
\begin{equation}
E\,dD=d\!\left(\tfrac12\varepsilon_0E^2\right)+E\,dP .
\end{equation}
The first term integrates to zero, because the field is zero at both ends. Mechanical work is neglected: the substrate holds the film laterally and its top surface is taken as free of stress. With no heat flow, the first law gives
\begin{equation}
U(T_1,+P_r)-U(T_0,-P_r)=\int E\,dP\equiv w ,
\end{equation}
where $U$ is the internal energy per volume and $T_0$, $T_1$ are the initial and final temperatures.

The two remanent states are taken to be mirror images, so at equal temperature they have equal energy. We may therefore replace $U(T_0,-P_r)$ by $U(T_0,+P_r)$. What remains on the left is the energy needed to warm one and the same state at zero field:
\begin{equation}
\int_{T_0}^{T_1}C\,dT=w .
\label{eq:balance}
\end{equation}
All the work has become heat, since no energy is left stored in the reversed polarization.

For a square loop, $P$ stays at $-P_r$ until the field reaches $E_c$, changes to $+P_r$ at that field, and stays there while the field is removed. Work is done during the jump alone:
\begin{equation}
w=E_c\,[P_r-(-P_r)]=2P_rE_c .
\end{equation}
This is half the area $4P_rE_c$ of the full loop. For constant $C$,
\begin{equation}
\boxed{\Delta T_0=\frac{2P_rE_c}{C}} .
\end{equation}
In SI units $P_r=0.20\ \mathrm{C/m^2}$ and $E_c=10^8\ \mathrm{V/m}$, so
\begin{equation}
w=2(0.20)(10^8)=4.0\times10^7\ \mathrm{J/m^3},\qquad
\Delta T_0=\frac{4.0\times10^7}{2.7\times10^6}\approx 14.8\ \mathrm{K}.
\end{equation}
The rise is about 15 K. The thickness cancels, because both work and heat capacity are proportional to volume. A full cycle contains two reversals and would give about 30 K, with the same parameters and still no heat loss. If $E_c\to0$ at fixed $P_r$, the heating of this square loop vanishes, provided the field rises slowly enough for the film to switch at $E_c$.

The warming can act back on the parameters. Suppose that $E_c$ falls as $E_c(1-a\theta)$, where $\theta$ is the rise so far and the film warms uniformly. Then $C\,d\theta=E_c(1-a\theta)\,dP$, and separating the variables gives
\begin{equation}
\int_0^{\Delta T}\frac{d\theta}{1-a\theta}=\frac{2P_rE_c}{C}
\quad\Rightarrow\quad
\Delta T=\frac{1-e^{-a\Delta T_0}}{a}.
\end{equation}
For an assumed $a=0.1\,\%$ per kelvin this is 14.7 K. If instead $C$ grows as $C(1+b\theta)$, Eq.~\eqref{eq:balance} becomes $\Delta T+b\Delta T^2/2=\Delta T_0$. With $b=0.1\,\%$ per kelvin the result is again 14.7 K. With these assumed coefficients, neither change matters for the estimate.

\subsection*{(b) Loop shape and applied field}

\paragraph{A spread of coercive fields.} Let the film consist of independent square-loop units, and let $f(\epsilon)\,d\epsilon$ be the fraction that switches between fields $\epsilon$ and $\epsilon+d\epsilon$. In a slow sweep these units change the polarization by $2P_rf\,d\epsilon$ at field $\epsilon$, so
\begin{equation}
w=\int_0^\infty \epsilon\,2P_rf(\epsilon)\,d\epsilon=2P_r\langle \epsilon\rangle .
\end{equation}
The mean coercive field enters. The field read from the loop at $P=0$ is the median, since half the units have switched there. For a log-normal spread, $\epsilon=E_ce^{sx}$ with $x$ a standard normal variable, and completing the square gives
\begin{equation}
\langle \epsilon\rangle=\frac{E_c}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{sx-x^2/2}dx
=\frac{E_ce^{s^2/2}}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-(x-s)^2/2}dx=E_ce^{s^2/2}.
\end{equation}
For $s=0.3$ the factor is 1.046 and the average rise is 15.5 K.

\paragraph{A rounded loop.} The quartic Landau model also lets $P$ respond to the field before and after the jump. With $p=P/P_r$ and $e=E/(\alpha P_r)$, where $\alpha$ sets the field scale, its energy in units of $\alpha P_r^2$ and its equilibrium field are
\begin{equation}
g(p)=-\tfrac12p^2+\tfrac14p^4,\qquad e=g'(p)=-p+p^3 .
\end{equation}
Starting from $p=-1$, the state loses stability where $g''=-1+3p^2=0$, at $p=-1/\sqrt3$. The field there is $e_c=2/(3\sqrt3)$. At this field the other root of $p^3-p=e_c$ is $p=2/\sqrt3$, where the jump ends. For a slow ramp, the work is the sum of the approach, the jump and the return to $p=1$:
\begin{align}
\frac{w}{\alpha P_r^2}
&=\left[g\!\left(-\tfrac1{\sqrt3}\right)-g(-1)\right]
+e_c\left(\tfrac2{\sqrt3}+\tfrac1{\sqrt3}\right)
+\left[g(1)-g\!\left(\tfrac2{\sqrt3}\right)\right]\nonumber\\
&=\left(-\tfrac5{36}+\tfrac9{36}\right)+\tfrac{24}{36}
+\left(-\tfrac9{36}+\tfrac8{36}\right)=\tfrac34 .
\end{align}
A square loop with the same $P_r$ and $E_c$ has $2e_c=4/(3\sqrt3)$. The ratio is $9\sqrt3/16=0.974$, so the rounded loop gives about 3\% less heat.

This model also allows a test of the energy balance. Its equation of motion was integrated with a friction force proportional to $dP/dt$. The temperature was raised by the friction heat and by the heat exchanged as the polarization changes the entropy, while the electrical work was added up separately. After a slow pulse the final rise was 14.46 K, against 14.47 K from work divided by $C$.

\paragraph{A field held above $E_c$.} Fast reversal generally needs a larger field. If the film sees a constant field $E>E_c$ while its polarization changes by $2P_r$, the work is
\begin{equation}
w\simeq2P_rE .
\end{equation}
At 2 MV/cm this doubles the adiabatic rise to 29.6 K, so $\Delta T_0$ is not an upper bound. The voltage lost in a series resistor heats the resistor and must not be included in $E$. If that resistance is a thin electrode, its Joule heat is released next to the film and is not counted here. It grows as the square of the lateral distance the current travels, and for 10 nm electrodes, a distance of order $10\ \mu$m and a 1 ns reversal it can match the heat released in the film.

The Landau model gives 31.7 K when 2 MV/cm is applied suddenly and then removed slowly. The excess comes from polarization induced beyond $P_r$. While $P$ moves from $P_r$ to its final value $P_*$ in the held field, the applied field exceeds the equilibrium field $E_{\rm eq}(P)$. The slow return recovers $\int E_{\rm eq}\,dP$ and leaves the positive heat $\int_{P_r}^{P_*}(E-E_{\rm eq})\,dP$.

\paragraph{While the field is on.} There is also a reversible electrocaloric change. At constant entropy $S$ per volume,
\begin{equation}
0=dS=\frac{C}{T}\,dT+\left(\frac{\partial S}{\partial E}\right)_T dE,
\qquad
\left(\frac{\partial S}{\partial E}\right)_T=\left(\frac{\partial P}{\partial T}\right)_E=-|\pi| ,
\end{equation}
where the second relation is a Maxwell relation and $\pi$ is the pyroelectric coefficient. A field parallel to $P$ thus warms the film by $\delta T\simeq T|\pi|E/C$ to first order in $E$. With a rough $|\pi|=50\ \mu\mathrm{C/(m^2K)}$ and $E=E_c$, this is 0.56 K; the Landau model, in which the response is no longer linear at this field, gives 0.48 K. It disappears when the field is removed slowly and does not add to the final rise.

\subsection*{(c) How long the film stays adiabatic}

Let the film have thickness $d$ and thermal conductivity $k$, and let the reversal release heat at the constant rate $q=w/t$ per volume during time $t$. If $t$ is much longer than the film's cooling time, nearly all the heat leaves as it is produced, half through each face. Three temperature differences then add.

Inside the film, $kT''=-q$. With $x$ measured from the midplane, the excess over the face temperature is $(q/2k)(d^2/4-x^2)$. The average of $x^2$ is $d^2/12$, so the mean excess is $(q/2k)(d^2/4-d^2/12)=qd^2/(12k)$.

Each boundary carries the heat flux $F=qd/2$. A boundary conductance $h$ adds the step $F/h=qd/(2h)$.

The electrodes warm too. Let them be thick, with conductivity $k_m$ and heat capacity $C_m$ per volume. Thick means thicker than the diffusion depth $\sqrt{k_mt/C_m}$; for the values below this requires about 100 nm of metal at 1 ns and about 300 nm at 10 ns. Heat $F\,dt'$ per area, deposited on the surface of a half-space, spreads as a half-Gaussian of effective width $\sqrt{\pi k_m\tau/C_m}$ after time $\tau$. Its surface temperature is $F\,dt'/\sqrt{\pi k_mC_m\tau}$. Adding all deposits gives
\begin{equation}
\int_0^t\frac{F\,d\tau}{\sqrt{\pi k_mC_m\tau}}
=\frac{2F\sqrt t}{\sqrt{\pi k_mC_m}}
=\frac{qd\sqrt{t/\pi}}{\sqrt{k_mC_m}} .
\end{equation}
The mean rise of the film at the end of a slow reversal is therefore
\begin{equation}
\Delta T\simeq\frac{qd^2}{12k}+\frac{qd}{2h}+\frac{qd\sqrt{t/\pi}}{\sqrt{k_mC_m}} .
\label{eq:loss}
\end{equation}

Take rough values for hafnia between titanium nitride electrodes: $d=10$ nm, $k=1\ \mathrm{W/(m\,K)}$, $h=100\ \mathrm{MW/(m^2K)}$, $k_m=20\ \mathrm{W/(m\,K)}$ and $C_m=3.0\ \mathrm{MJ/(m^3K)}$. For $t=1$ ns, $q=4.0\times10^{16}\ \mathrm{W/m^3}$, and the terms are
\begin{equation}
0.33+2.00+0.92\approx3.25\ \mathrm{K}.
\end{equation}
At 1 ns the boundary term is the largest. The ratio of the electrode term to it grows as $\sqrt t$ and reaches one at about 5 ns. Solving the heat equation for the layered stack gives 3.04 K. Equation~\eqref{eq:loss} is 7\% higher than this because it ignores the heat still stored in the film. The same calculation, with the field during reversal fixed at $E_c$, gives the following cases.

\begin{center}
\begin{tabular}{ccc}
\hline
Reversal time (ns) & Mean rise (K) & Fraction of $\Delta T_0$\\
\hline
0.001 & 14.8 & 1.00\\
0.01 & 14.3 & 0.97\\
0.1 & 11.1 & 0.75\\
1 & 3.0 & 0.20\\
10 & 0.5 & 0.03\\
\hline
\end{tabular}
\end{center}

With these rough values, at least 90\% of the adiabatic rise survives if the reversal takes less than about 34 ps. A poorer boundary conductance lengthens this time, and a better one shortens it. The shortest times are limits of the heat-flow model, not a claim that a device can switch so fast: a 34 ps reversal needs a mean current density $2P_r/t\approx1.2\times10^6\ \mathrm{A/cm^2}$. The scale follows from the film's heat capacity and the first two resistances in Eq.~\eqref{eq:loss}: $Cd/(2h)+Cd^2/(12k)\approx0.135+0.023\approx0.16$ ns. A reversal must be well below this time to be adiabatic.

Thin electrodes give a different limit. If each has thickness $d_m=10$ nm and the stack loses no heat to its surroundings, the layers finally share one temperature:
\begin{equation}
\Delta T=\frac{wd}{Cd+2C_md_m}
=\frac{0.40\ \mathrm{J/m^2}}{(0.027+0.060)\ \mathrm{J/(m^2K)}}\approx4.6\ \mathrm{K}.
\end{equation}
At the end of a 1 ns reversal the film itself is still warmer than the electrodes, with a mean rise of 5.7 K.

\subsection*{Comparison with a real capacitor}

The chosen $P_r$, $E_c$ and thickness lie in the usual range for ferroelectric hafnia capacitors. Such devices do lose heat during reversal. In this model, with thick electrodes and a constant heating rate, a 1 ns reversal at $E_c$ lowers the rise from 15 K to about 3 K. Real electrodes are often only tens of nanometres thick and take up less heat; with 10 nm electrodes the rise at 1 ns is higher, up to the 5.7 K of the isolated stack. A real film generally needs a field above the $E_c$ of a slow loop to reverse that fast. If the heat is still released at a constant rate over 1 ns, a held field of 2 MV/cm doubles both numbers. If more of it is released late in the reversal, the film ends warmer than this. Whether 2 MV/cm is enough to reverse a given film in 1 ns depends on its switching kinetics, which are not modelled here. A field of 2 MV/cm is half the rough breakdown field of 4 MV/cm. Leakage of $0.01\ \mathrm{A/cm^2}$, a deliberately high value, adds about $4\times10^{-6}$ K in 1 ns at $E_c$. The linear dielectric energy at $E_c$, for a rough relative permittivity of 30, would add 0.5 K if all of it were lost in the film. The thermal figures are less certain than the adiabatic one, because they depend on a rough boundary conductance and apply Fourier's law to layers only nanometres thick. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
Remanent polarization: 20.0 uC/cm2
Coercive field: 1.00 MV/cm
Heat capacity per volume: 2.70 MJ/(m3 K)
Start temperature: 300 K
Work of one reversal: 40.0 MJ/m3
ADIABATIC RISE, one reversal: 14.81 K
Adiabatic rise, full cycle: 29.63 K
Landau loop, work relative to square loop: 0.9743
Landau simulation, final rise: 14.46 K
Landau simulation, work/C: 14.47 K
Log-normal spread of coercive fields: 0.30
Spread loop, work relative to square loop: 1.0460
Spread loop, adiabatic rise: 15.50 K
Held field 2 Ec, estimate 2 Pr E/C: 29.63 K
Held field 2 Ec, Landau simulation: 31.70 K
Pyroelectric coefficient (rough): 50 uC/(m2 K)
Electrocaloric change at Ec, linear formula: 0.56 K
Electrocaloric change at Ec, Landau model: 0.48 K
Assumed relative fall of Ec: 0.10 % per K
Rise with falling Ec: 14.71 K
Assumed relative growth of C: 0.10 % per K
Rise with growing C: 14.71 K
Film thickness: 10 nm
Film thermal conductivity (rough): 1.0 W/(m K)
Boundary conductance (rough): 100 MW/(m2 K)
Electrode thermal conductivity (rough): 20 W/(m K)
Electrode heat capacity (rough): 3.0 MJ/(m3 K)
Thick electrodes, reversal in 0.001 ns: rise 14.76 K
Thick electrodes, reversal in 0.01 ns: rise 14.33 K
Thick electrodes, reversal in 0.1 ns: rise 11.15 K
Thick electrodes, reversal in 1 ns: rise 3.04 K
Thick electrodes, reversal in 10 ns: rise 0.52 K
Reversal time for 90 % of adiabatic rise: 34.2 ps
1 ns formula, film conduction term: 0.33 K
1 ns formula, boundary term: 2.00 K
1 ns formula, electrode term: 0.92 K
1 ns formula, sum: 3.25 K
Thin electrode thickness, each: 10 nm
Heat shared with thin electrodes: 4.60 K
Thin isolated stack, reversal in 1 ns: 5.72 K
Relative permittivity (rough): 30
Linear dielectric energy at Ec: 1.33 MJ/m3
Rise if that energy were all lost in the film: 0.49 K
Leakage current density (rough, high): 0.010 A/cm2
Leakage heating in 1 ns at Ec: 3.7e-06 K
Breakdown field (rough): 4.0 MV/cm
Breakdown field / coercive field: 4.0
\end{verbatim}
